\section*{Membrane thickness and resonance frequency at fixed stress}

\section{The objection}

Q: I have a square silicon nitride membrane, 1 mm on a side and 100 nm thick, stretched across a rigid silicon frame. I want a lower resonance frequency, so I plan to thin it to 50 nm. A thinner film is floppier, and a softer spring oscillates more slowly. What frequency should I expect?

A: Let us first settle what stays fixed. The film is held by its frame, which does not let it contract in the plane. If you remove material uniformly, and the etch does not alter what is left, the remaining film keeps its in-plane strain and hence its stress $\sigma$. The density $\rho$ and the width $L$ do not change either. Do you agree that only the thickness $h$ changes?

Q: Yes. But the force with which the film pulls on the frame must fall.

A: It does. Take $\sigma$ as tensile, uniform and equal in all in-plane directions. The force per unit length of edge is the stress summed through the thickness,
\begin{equation}
T=\int_{-h/2}^{h/2}\sigma\,dz=\sigma h .
\end{equation}
With $\sigma=1$ GPa, $T$ falls from 100 N/m at 100 nm to 50 N/m at 50 nm.

Q: Then the spring constant halves, and the frequency drops by $\sqrt2$, from about 409 kHz to 289 kHz.

A: That would be right if the moving mass stayed the same. The mass per area is also a sum through the thickness,
\begin{equation}
m=\int_{-h/2}^{h/2}\rho\,dz=\rho h .
\end{equation}
With $\rho=3000$ kg/m$^3$ it falls from 0.300 to 0.150 g/m$^2$. You have counted one of two changes.

\section{The frequency of the stretched film}

Q: Show me that the two changes cancel in the frequency, and do not merely compete.

A: Let $w(x,y,t)$ be the out-of-plane displacement, with small slopes. Leave out the film's resistance to bending for now, and assume vacuum. Consider a patch with sides $dx$ and $dy$. On its right-hand edge, of length $dy$, the pull $T\,dy$ is tilted by the slope $\partial w/\partial x$, so its vertical part is $T\,dy\,\partial w/\partial x$. The left-hand edge gives the same expression at $x$ with the opposite sign. The difference is $T\,(\partial^2w/\partial x^2)\,dx\,dy$. The other two edges give the same with $y$ for $x$. Newton's law for the mass $m\,dx\,dy$, divided by the patch area, reads
\begin{equation}
m\frac{\partial^2w}{\partial t^2}
=T\left(\frac{\partial^2w}{\partial x^2}+\frac{\partial^2w}{\partial y^2}\right)
\equiv T\nabla^2w .
\end{equation}
Dividing by $m$ leaves one material-dependent quantity, the square of the wave speed:
\begin{equation}
c^2=\frac{T}{m}=\frac{\sigma h}{\rho h}=\frac{\sigma}{\rho}.
\end{equation}
The thickness cancels here, before any mode shape has been chosen.

Q: And the frequency itself?

A: The film cannot move at its edges, so $w=0$ at $x=0,L$ and $y=0,L$. The lowest mode has one half-wave in each direction:
\begin{equation}
w=a\cos(\omega t)\sin\frac{\pi x}{L}\sin\frac{\pi y}{L}.
\end{equation}
Two time derivatives multiply $w$ by $-\omega^2$, and $\nabla^2$ multiplies it by $-2\pi^2/L^2$. Therefore
\begin{equation}
\omega^2=\frac{2\pi^2c^2}{L^2},\qquad
f_0=\frac{\omega}{2\pi}=\frac{\sqrt2\,\pi c}{2\pi L}
=\frac{1}{\sqrt2\,L}\sqrt{\frac{\sigma}{\rho}} .
\label{f0}
\end{equation}
For your film $c=\sqrt{10^9/3000}=577.4$ m/s, and
\begin{equation}
f_0=\frac{577.4\ \text{m/s}}{\sqrt2\times10^{-3}\ \text{m}}=408.2\ \text{kHz}.
\end{equation}
This holds for 100 nm and for 50 nm, as long as bending is negligible.

\section{Softer and lighter}

Q: So was I wrong that the thin film is softer?

A: No, it is softer. Replace $a\cos\omega t$ by a general amplitude $a(t)$ and compute the energies. The average of $\sin^2\sin^2$ over the square is $1/4$, so the kinetic energy is
\begin{equation}
\frac12\int m\left(\frac{\partial w}{\partial t}\right)^2dx\,dy
=\frac12\,\frac{\rho hL^2}{4}\,\dot a^2 .
\end{equation}
Tilting increases the area of a patch by the factor $\sqrt{1+|\nabla w|^2}\approx1+\frac12|\nabla w|^2$, and the work done against the tension is $T$ times the added area. Each of the two squared slopes averages to $\pi^2a^2/(4L^2)$, so the potential energy is
\begin{equation}
\frac12T\int|\nabla w|^2dx\,dy
=\frac12\,\sigma h\,L^2\,\frac{2\pi^2a^2}{4L^2}
=\frac12\,\frac{\pi^2\sigma h}{2}\,a^2 .
\end{equation}
These are the energies of a mass on a spring, with
\begin{equation}
M=\frac{\rho hL^2}{4},\qquad K=\frac{\pi^2\sigma h}{2},\qquad
\frac KM=\frac{2\pi^2\sigma}{\rho L^2}.
\end{equation}
At 100 nm, $M=75.0$ ng and $K=493.5$ N/m. At 50 nm, $M=37.5$ ng and $K=246.7$ N/m. You would notice the softness in a static experiment: under a uniform pressure $p$ the balance is $T\nabla^2w=-p$, so at small deflection the thinner film bulges twice as far. A frequency depends on $K/M$, and that ratio has not moved.

Q: What would each half of the change do by itself?

A: Start from the 100 nm film. Halving the tension alone gives 288.8 kHz, which is your estimate. Halving the mass alone gives 577.5 kHz. Halving both gives 408.4 kHz. All three numbers include the small bending stiffness of a 50 nm film; with that of the 100 nm film the first two would be 289.1 and 577.9 kHz.

\section{Two cases in which thickness matters}

Q: Yet a thick guitar string sounds lower than a thin one, and a thin steel ruler vibrates more slowly than a thick one. Thickness matters in both, and in opposite directions.

A: They differ from your membrane in different ways. For the string, suppose that the pulling force is the same for both strings. The corresponding membrane has fixed $T$ instead of fixed $\sigma$:
\begin{equation}
f=\frac{1}{\sqrt2\,L}\sqrt{\frac{T}{\rho h}}\ \propto\ h^{-1/2}
\qquad(T,\rho,L\ \text{fixed}).
\end{equation}
Thinning then raises the frequency, because the mass falls and the tension does not. The stress has to rise as $1/h$ to make this happen.

The ruler has no tension. Its restoring force comes from bending, which depends on thickness in another way. When a film curves, a layer at height $z$ above the mid-plane is displaced in the plane by $-z\,\partial w/\partial x$ and $-z\,\partial w/\partial y$. For an isotropic film with Young modulus $E$ and Poisson ratio $\nu$, free of normal stress on its faces, the added stresses are
\begin{align}
s_{xx}&=-\frac{Ez}{1-\nu^2}\left(w_{xx}+\nu w_{yy}\right),\\
s_{xy}&=-\frac{Ez}{1+\nu}\,w_{xy},
\end{align}
where subscripts on $w$ denote derivatives, and $s_{yy}$ follows by exchanging $x$ and $y$. Multiply by $z$ and integrate, using $\int z^2dz=h^3/12$. The moments per length are
\begin{equation}
M_{xx}=-D(w_{xx}+\nu w_{yy}),\qquad M_{xy}=-D(1-\nu)w_{xy},
\end{equation}
\begin{equation}
D=\frac{Eh^3}{12(1-\nu^2)} .
\end{equation}
Balance of moments makes the transverse shear force the derivative of the moment, and the net force on a patch is the derivative of that shear force. The force per area is therefore
\begin{align}
&\partial_x^2M_{xx}+2\,\partial_x\partial_yM_{xy}+\partial_y^2M_{yy}\nonumber\\
&\quad=-D\left\{w_{xxxx}+[2\nu+2(1-\nu)]w_{xxyy}+w_{yyyy}\right\}\nonumber\\
&\quad=-D\nabla^4w .
\end{align}
Without tension, $m\,\partial_t^2w=-D\nabla^4w$. For a given shape and width,
\begin{equation}
f\propto\sqrt{\frac{D}{m}}\propto\sqrt{\frac{h^3}{h}}=h .
\end{equation}
The stiffness now falls as $h^3$ while the mass falls as $h$. Here your instinct is right: thinner means slower.

Q: How large would that frequency be for my film?

A: Take $E=250$ GPa and $\nu=0.25$. A clamped square of 100 nm thickness without tension would have its lowest mode at 1.559 kHz, and one of 50 nm at 0.779 kHz. Your film runs at about 409 kHz, so nearly all of its stiffness comes from tension.

\section{What the clamped edge adds}

Q: ``Nearly all'' is not all. Does the remaining bending stiffness make the frequency fall a little when I thin the film?

A: Yes. With both restoring forces,
\begin{equation}
m\frac{\partial^2w}{\partial t^2}=T\nabla^2w-D\nabla^4w ,
\end{equation}
and a clamped edge requires zero slope as well as zero displacement. The sine shape has a finite slope at the edge, so the film must bend sharply there. Let $x$ be the distance from one edge. In a narrow strip beside it, $x$-derivatives are much larger than $y$-derivatives. If the strip has width $\delta$, inertia and the $y$-derivatives are smaller than the leading terms by a factor of order $\delta^2/L^2$. What remains is
\begin{equation}
Dw_{xxxx}=Tw_{xx},\qquad
\delta=\sqrt{\frac DT}=h\sqrt{\frac{E}{12(1-\nu^2)\sigma}} .
\end{equation}
The solutions are $1$, $x$, $e^{-x/\delta}$ and $e^{x/\delta}$. The last one grows into the film and is dropped. Write $w=A+Bx+Ce^{-x/\delta}$. Zero displacement at $x=0$ gives $A=-C$, and zero slope gives $B=C/\delta$, so $C=B\delta$ and
\begin{equation}
w=B\left(x-\delta+\delta e^{-x/\delta}\right).
\end{equation}
A few $\delta$ from the edge the exponential has died out and $w=B(x-\delta)$. Seen from the interior, the film is a plain membrane whose edge lies at $x=\delta$.

Q: So all four edges move inward?

A: Yes, and the effective width is $L-2\delta$. In the interior, bending changes $\omega^2$ by the relative amount $Dk^4/(Tk^2)=\delta^2k^2$ with $k^2=2\pi^2/L^2$, which is of second order in $\delta/L$. To first order,
\begin{equation}
f=\frac{1}{\sqrt2\,(L-2\delta)}\sqrt{\frac\sigma\rho}
=f_0\left[1+\frac{2\delta}{L}+O\!\left(\frac{\delta^2}{L^2}\right)\right].
\label{edge}
\end{equation}
For 100 nm, $\delta=471$ nm, and the predicted shift is $2\times471\ \text{nm}/1\ \text{mm}=0.094\%$.

Q: You treated each edge as if it had no corners. Can I trust the result for a square?

A: A numerical solution for the whole clamped square gives the frequencies below. It expands the displacement in products of clamped-strip modes, one factor in $x$ and one in $y$, and the strip modes are computed with finite elements fine enough to resolve the edge layer.
\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & $f$ (kHz) & $f/f_0-1$ & $2\delta/L$\\
200 & 409.023 & 0.1898\% & 0.1886\%\\
100 & 408.634 & 0.0946\% & 0.0943\%\\
50 & 408.441 & 0.0472\% & 0.0471\%\\
25 & 408.345 & 0.0236\% & 0.0236\%
\end{tabular}
\end{center}
The digits are kept to show small differences within the model; the material data do not justify them as predictions. The edge layer is also only $4.7h$ wide at every thickness, so transverse shear, which thin-plate theory omits, lowers the shift by a few tenths of a percent of its own size. That is as large as the gap between the last two columns at 100 nm and below. Thinning by a factor of eight lowers the frequency by 0.166\%. In the tension-free plate the same thinning lowers it by a factor of eight, from 3.118 to 0.390 kHz. As $h$ goes to zero in this model, $f$ tends to $f_0$, not to zero.

Q: When does the film stop being a membrane in this sense?

A: When $2\delta/L$ is no longer small. Since the tension-free frequency is proportional to $h$, it reaches $f_0$ at
\begin{equation}
h=100\ \text{nm}\times\frac{408.2}{1.559}=26.2\ \mu\text{m}.
\end{equation}
Around that thickness the two stiffnesses are comparable, and above it bending takes over. Thinning then lowers the frequency substantially. If you need thickness independence to within a percent or so, the limit is far stricter: at 2 $\mu$m, $2\delta/L$ is already 1.9\%. These thicknesses are values of the model: nitride films at 1 GPa usually crack before they reach them.

\section{A check that does not assume the tension}

Q: You put $T=\sigma h$ and $m=\rho h$ into the equation at the start. Could the cancellation be an artefact of that description?

A: It can be tested with elasticity theory resolved through the thickness, given only the stress, the density and the elastic constants at each depth. I use a long strip clamped along both sides, 1 mm wide. It has a half-wave in one direction only, so its membrane limit is $\sqrt{\sigma/\rho}/(2L)=288.68$ kHz. The calculation gives 294.34 kHz at 2 $\mu$m and 291.45 kHz at 1 $\mu$m. These lie 1.96\% and 0.96\% above the limit, close to $2\delta/L=1.89\%$ and 0.94\%. Halving the thickness removes about half of the small excess and leaves the rest of the frequency alone.

The two contrasting cases appear as well. Without tension, going from 4 to 2 $\mu$m multiplies the frequency by 0.500. At fixed force per length, going from 2 to 1 $\mu$m multiplies it by 1.396.

Q: Not by $\sqrt2=1.414$?

A: The edge shift accounts for the difference. At 2 $\mu$m it is 1.89\%. At 1 $\mu$m and doubled stress, $\delta$ is smaller by $2\sqrt2$, so the shift is 0.67\%. The expected ratio is $1.414\times1.0067/1.0189=1.397$.

\section{Your real film}

Q: What if the stress is not uniform through the thickness?

A: Then $T=\int\sigma(z)\,dz$, and the mean stress replaces $\sigma$. A linear variation about the mean also produces a moment, but that moment is the same everywhere in the plane. Its derivatives vanish, so it exerts no transverse force, and the clamps carry it. In the 2 $\mu$m strip, a linear variation of $\pm50\%$ about the same mean changed the frequency by less than 0.00001\%.

Etching such a film is another matter, because it can change the mean. Suppose the stress runs from 0.9 GPa at the bottom to 1.1 GPa at the top, and you remove the top half. What is left runs from 0.9 to 1.0 GPa, with mean 0.95 GPa. The frequency changes by $\sqrt{0.95}-1=-2.53\%$. The cause is the lower mean stress, so the condition of fixed stress has been broken.

Q: How close are your parameters to a real nitride membrane, and what else have you left out?

A: The stress, density and elastic constants are rough typical values for high-stress silicon nitride, and membranes of this width and thickness are made. Some of the effects left out come from the faces and do not shrink with $h$, so they matter more for a thinner film. The sizes below rest on assumed round inputs, not on measured properties of your film. A surface stress $\tau$ on each face, if not already counted in $\sigma$, makes the tension $\sigma h+2\tau$ and multiplies $f$ by $\sqrt{1+2\tau/(\sigma h)}$. For $\tau=1$ N/m that is $+1.0\%$ at 100 nm and $+3.9\%$ at 25 nm. An adsorbed layer of 0.5 nm and 1000 kg/m$^3$ on each face adds mass without tension, and gives $-0.17\%$ and $-0.66\%$. With these inputs, both effects at 25 nm exceed the whole bending shift. A difference in thermal expansion of $10^{-6}$ per kelvin between film and frame, over 10 K, moves $f$ by about 0.17\%, whatever the thickness.

Q: And if I measure in air?

A: Then the vacuum assumption fails. Compare the mass of gas within a distance $1/k$ of both faces with the mass of the film. At 760 Torr and 300 K the ratio is 1.8 for 100 nm and 7.1 for 25 nm. This compares masses and does not predict a frequency shift, but it shows that the air cannot be ignored, and that it weighs more heavily on the thinner film. Nor is the air a simple added mass: the wave speed of the film, 577 m/s, exceeds the speed of sound in air, about 347 m/s, so near $f_0$ the film radiates sound and is strongly damped. At 0.001 Torr the ratios are about $2\times10^{-6}$ and $9\times10^{-6}$. There the mean free path is some 50 times the width, so the gas acts through single molecular collisions, as a weak damping.

Q: Then how do I get my lower frequency?

A: Equation~(\ref{f0}) names the quantities to change: a wider membrane, a lower stress or a denser film. For instance, doubling $L$ at fixed $\sigma$ and $\rho$ halves $f_0$. Thin the film if you want a lighter, softer resonator at nearly the same frequency. That holds in vacuum, if the etch leaves the mean stress unchanged and the film stays thick enough for the effects of its faces to be small.

\section*{Computed values}
\begin{verbatim}
Inputs: width 1.0 mm, stress 1.0 GPa, density 3000 kg/m3
Inputs: Young modulus 250 GPa, Poisson ratio 0.25
Wave speed sqrt(stress/density): 577.4 m/s
Membrane limit f0: 408.248 kHz
h = 200 nm: tension 200 N/m, areal mass 0.600 g/m2, edge layer 943 nm
   full frequency 409.023 kHz, without tension 3.118 kHz
   shift above f0: computed 0.1898 %, 2*delta/L 0.1886 %
h = 100 nm: tension 100 N/m, areal mass 0.300 g/m2, edge layer 471 nm
   full frequency 408.634 kHz, without tension 1.559 kHz
   shift above f0: computed 0.0946 %, 2*delta/L 0.0943 %
h = 50 nm: tension 50 N/m, areal mass 0.150 g/m2, edge layer 236 nm
   full frequency 408.441 kHz, without tension 0.779 kHz
   shift above f0: computed 0.0472 %, 2*delta/L 0.0471 %
h = 25 nm: tension 25 N/m, areal mass 0.075 g/m2, edge layer 118 nm
   full frequency 408.345 kHz, without tension 0.390 kHz
   shift above f0: computed 0.0236 %, 2*delta/L 0.0236 %
Change of full frequency, 200 to 25 nm: -0.166 %
h = 100 nm: modal mass 75.0 ng, modal stiffness 493.5 N/m
h = 50 nm: modal mass 37.5 ng, modal stiffness 246.7 N/m
100 nm film, only tension halved: 288.8 kHz
100 nm film, only mass halved: 577.5 kHz
Both halved (50 nm film): 408.4 kHz
Thickness where tension-free frequency = f0: 26.2 um
Elasticity test, long strip of the same width:
   2 um: 294.34 kHz; 1 um: 291.45 kHz; limit 288.68 kHz
   2 to 1 um at fixed force per length: ratio 1.396
   4 to 2 um without tension: ratio 0.500
   stress varying by +-50 % about same mean: change -0.00000 %
Neglected effects, from assumed round scales:
   inputs: surface stress 1.0 N/m per face; adlayer 0.5 nm per face
   inputs: adlayer density 1000 kg/m3; gas at 300 K
   100 nm: surface stress +1.00 %, adlayer -0.17 % in f
   100 nm: gas/film mass scale 1.77 at 760 Torr, 2.3e-06 at 0.001 Torr
   25 nm: surface stress +3.92 %, adlayer -0.66 % in f
   25 nm: gas/film mass scale 7.07 at 760 Torr, 9.3e-06 at 0.001 Torr
   thermal mismatch 1e-06 /K over 10 K: size 0.17 % in f
   amplitude 10 nm: size 2.1e-06 % in f
   stress 0.9 (bottom) to 1.1 GPa (top), top half etched:
   mean left 0.95 GPa, f changes -2.53 %
\end{verbatim}
